# Bethe Electronic Stopping from the Generalised Oscillator-Strength Sum Rule: a numerical check

```python
"""Bethe stopping from the first Born approximation.

Result under test: S = (4 pi z^2 N / v^2) ln(2 v^2 / I), in atomic units,
with ln I = sum(f ln E) / sum(f).
S: stopping cross section; z, v: ion charge and velocity; N: electrons;
f, E: dipole oscillator strengths and excitation energies;
q: momentum transfer; k: momentum of an ejected electron;
L: Born stopping number, defined by S = (4 pi z^2 / v^2) L.
The ion is heavy: a transition is allowed only if E <= q v.
Hydrogen supplies full Born tests; the HF molecule supplies the example.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import digamma, spherical_jn
from pyscf import gto, scf, ao2mo

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_CM = 100 * const.physical_constants["Bohr radius"][0]
GL_X, GL_W = np.polynomial.legendre.leggauss(12)


def quadrature(edges):
    """Composite Gauss-Legendre nodes and weights."""
    edges = np.asarray(edges, dtype=float)
    half = np.diff(edges) / 2
    middle = (edges[1:] + edges[:-1]) / 2
    nodes = middle[:, None] + half[:, None] * GL_X
    return nodes.ravel(), (half[:, None] * GL_W).ravel()


# Classical Coulomb trajectories test the prefactor of the Born cross section.
def classical_transfer(impact, speed):
    distance = 4000.0

    def motion(time, y):
        radius = np.hypot(y[0], y[1])
        return [y[2], y[3], -y[0] / radius**3, -y[1] / radius**3]

    path = solve_ivp(motion, (0, 2 * distance / speed),
                     [-distance, impact, speed, 0], method="DOP853",
                     rtol=1e-10, atol=1e-11)
    assert path.success
    return np.hypot(path.y[2, -1] - speed, path.y[3, -1])


test_speed = 2.0
q_close, q_far = [classical_transfer(b, test_speed) for b in (0.5, 1.0)]
area_classical = np.pi * (1.0**2 - 0.5**2)
area_born = 4 * np.pi / test_speed**2 * (1 / q_far**2 - 1 / q_close**2)
assert abs(area_born / area_classical - 1) < 2e-3  # finite starting distance


# Two interacting particles on a ring test the many-electron sum rule.
points = 21
angle = 2 * np.pi * np.arange(points) / points
momenta = np.arange(-(points // 2), points // 2 + 1)
waves = np.exp(1j * np.outer(angle, momenta)) / np.sqrt(points)
kinetic = ((waves * (momenta**2 / 2)) @ waves.conj().T).real
one = np.eye(points)
x1, x2 = [x.ravel() for x in np.meshgrid(angle, angle, indexing="ij")]
potential = sum(np.cos(x) + 0.3 * np.sin(2 * x) for x in (x1, x2))
potential += 1.5 * np.cos(x1 - x2)
ring_energy, ring_state = np.linalg.eigh(
    np.kron(kinetic, one) + np.kron(one, kinetic) + np.diag(potential))
ring_sums = []
for q in (1, 2):
    density_wave = np.exp(1j * q * x1) + np.exp(1j * q * x2)
    amplitude = ring_state.T @ (density_wave * ring_state[:, 0])
    ring_sums.append(np.sum(2 * (ring_energy - ring_energy[0])
                            * abs(amplitude)**2) / q**2)
assert np.allclose(ring_sums, 2, atol=1e-6)


# Generalised oscillator strengths of hydrogen.
def gos_continuum(q, k):
    """Strength per unit ejected-electron momentum k."""
    energy_ry = 1 + k**2
    q2 = q**2
    phase = np.exp(-2 / k * np.arctan2(2 * k, q2 - k**2 + 1))
    bottom = ((q2 - energy_ry)**2 + 4 * q2)**3 * -np.expm1(-2 * np.pi / k)
    return 256 * k * energy_ry * (q2 + energy_ry / 3) * phase / bottom


def gos_discrete(q, n):
    energy_ry = 1 - 1 / n**2
    a = q**2 + (1 + 1 / n)**2
    b = q**2 + (1 - 1 / n)**2
    return (256 / n**3 * energy_ry * (q**2 + energy_ry / 3)
            * (b / a)**n / (a * b)**3)


def k_quadrature(q, k_max):
    edges = [0, 0.5, 1, 2, 4, 8, q - 6, q - 3, q - 1, q, q + 1,
             q + 3, q + 6, q + 20, q + 60, k_max]
    return quadrature(np.sort(np.clip(edges, 1e-9, k_max)))


last_level = 30
levels = np.arange(2, last_level + 1, dtype=float)
level_weights = np.ones(len(levels))
# Higher Rydberg levels have strengths proportional to n^-3.
level_weights[-1] += last_level**3 / (2 * (last_level + 0.5)**2)

# Direct partial-wave integrals test the continuum formula.
q_test, k_test = 1.0, 1.2
radius, radial_weight = quadrature(np.linspace(0, 24, 6))
form_squared = 0.0
for ell in range(11):
    wave = np.array([float(mp.re(mp.coulombf(ell, -1 / k_test, k_test * r)))
                     for r in radius])
    wave *= np.sqrt(2 / (np.pi * k_test))
    integral = np.sum(radial_weight * wave * 2 * radius * np.exp(-radius)
                      * spherical_jn(ell, q_test * radius))
    form_squared += (2 * ell + 1) * integral**2
gos_direct = (1 + k_test**2) / q_test**2 * form_squared * k_test
gos_formula = gos_continuum(q_test, k_test)
assert abs(gos_direct / gos_formula - 1) < 2e-4

hydrogen_sums = []
for q in (0.2, 1.0, 5.0, 30.0):
    k, weight = k_quadrature(q, q + 400)
    hydrogen_sums.append(np.sum(weight * gos_continuum(q, k))
                         + np.sum(level_weights * gos_discrete(q, levels)))
assert np.allclose(hydrogen_sums, 1, atol=2e-5)

k, weight = k_quadrature(0, 400)
log_i_h = np.sum(weight * gos_continuum(0, k) * np.log((1 + k**2) / 2))
log_i_h += np.sum(level_weights * gos_discrete(0, levels)
                  * np.log((1 - 1 / levels**2) / 2))
i_h = np.exp(log_i_h)


def born_number(speed, q_low=0.0, q_high=None):
    """Full Born stopping number of hydrogen between two momentum transfers."""
    top = 2 * speed + 30 if q_high is None else q_high
    result = 0.0
    for n, level_weight in zip(levels, level_weights):
        low = max((1 - 1 / n**2) / (2 * speed), q_low)
        if low < top:
            t, weights = quadrature(np.linspace(np.log(low), np.log(top), 40))
            result += level_weight * np.sum(weights * gos_discrete(np.exp(t), n))
    low = max(0.5 / speed, q_low)
    t, weights = quadrature(np.linspace(np.log(low), np.log(top), 121))
    for q, q_weight in zip(np.exp(t), weights):
        k, k_weight = k_quadrature(q, np.sqrt(2 * q * speed - 1))
        result += q_weight * np.sum(k_weight * gos_continuum(q, k))
    return result


def bethe_number(speed, mean_energy):
    return np.log(2 * speed**2 / mean_energy)


hydrogen_speeds = (2.0, 5.0, 10.0, 20.0, 40.0)
hydrogen_born = [born_number(v) for v in hydrogen_speeds]
hydrogen_bethe = [bethe_number(v, i_h) for v in hydrogen_speeds]
scaled_deficit = [v**2 * (b - f) for v, b, f in
                  zip(hydrogen_speeds, hydrogen_bethe, hydrogen_born)]
assert abs(hydrogen_born[-1] - hydrogen_bethe[-1]) < 1e-3
assert abs(scaled_deficit[-1] - 1) < 0.08  # next term in inverse velocity

split_speed, split_q = 40.0, 4.0
low_part = born_number(split_speed, q_high=split_q)
high_part = born_number(split_speed, q_low=split_q)
low_bethe = np.log(split_q * split_speed / i_h)
high_bethe = np.log(2 * split_speed / split_q)
low_coefficient = split_speed**2 * (low_bethe - low_part)
high_coefficient = split_speed**2 * (high_bethe - high_part)
assert abs(low_coefficient - 0.5) < 0.05
assert abs(high_coefficient - 0.5) < 0.05


# Random-phase dipole spectrum of hydrogen fluoride.
def even_tempered(ell, first, ratio, count):
    return [[ell, [first * ratio**i, 1.0]] for i in range(count)]


bond_angstrom = 0.92


def dipole_spectrum(fluorine_basis, hydrogen_basis):
    mol = gto.M(atom=[["F", (0, 0, 0)], ["H", (0, 0, bond_angstrom)]],
                basis={"F": fluorine_basis, "H": hydrogen_basis}, verbose=0)
    mf = scf.RHF(mol)
    mf._eri = mol.intor("int2e", aosym="s8")
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    occupied = mf.mo_coeff[:, mf.mo_occ > 0]
    virtual = mf.mo_coeff[:, mf.mo_occ == 0]
    no, nv = occupied.shape[1], virtual.shape[1]
    size = no * nv
    ovov = ao2mo.general(mf._eri, (occupied, virtual, occupied, virtual),
                         compact=False).reshape(no, nv, no, nv)
    oovv = ao2mo.general(mf._eri, (occupied, occupied, virtual, virtual),
                         compact=False).reshape(no, no, nv, nv)
    gap = np.diag((mf.mo_energy[no:][None, :]
                   - mf.mo_energy[:no][:, None]).ravel())
    direct = ovov.reshape(size, size)
    exchange = oovv.transpose(0, 2, 1, 3).reshape(size, size)
    swapped = ovov.transpose(0, 3, 2, 1).reshape(size, size)
    plus = gap + 4 * direct - exchange - swapped
    minus = gap - exchange + swapped
    values, vectors = np.linalg.eigh(minus)
    assert values[0] > 0
    root = (vectors * np.sqrt(values)) @ vectors.T
    squares, modes = np.linalg.eigh(root @ plus @ root)
    assert squares[0] > 0
    dipole = np.einsum("xpq,pi,qa->xia", mol.intor("int1e_r"),
                       occupied, virtual, optimize=True).reshape(3, size)
    axis_strength = 4 * (dipole @ root @ modes)**2
    return mol, mf, occupied, np.sqrt(squares), axis_strength


def logarithmic_mean(energy, strength):
    return np.exp(np.sum(strength * np.log(energy)) / np.sum(strength))


fine_f = (even_tempered(0, 0.07, 2.6, 13) + even_tempered(1, 0.045, 2.6, 11)
          + even_tempered(2, 0.09, 2.8, 7))
fine_h = even_tempered(0, 0.04, 3.0, 7) + even_tempered(1, 0.08, 3.0, 5)
coarse_f = (even_tempered(0, 0.07, 3.1, 11) + even_tempered(1, 0.045, 3.1, 9)
            + even_tempered(2, 0.09, 3.3, 6))
coarse_h = even_tempered(0, 0.05, 3.5, 6) + even_tempered(1, 0.10, 3.5, 4)
mol, mf, occupied, energies, axis_strengths = dipole_spectrum(fine_f, fine_h)
strengths = axis_strengths.mean(axis=0)
mean_energy = logarithmic_mean(energies, strengths)
coarse = dipole_spectrum(coarse_f, coarse_h)
coarse_mean = logarithmic_mean(coarse[3], coarse[4].mean(axis=0))
electrons = mol.nelectron
assert abs(strengths.sum() - electrons) < 0.15  # finite orbital basis
assert abs(coarse_mean / mean_energy - 1) < 0.05  # basis sensitivity

z_matrix = mol.intor("int1e_r")[2]
bare_hamiltonian = mf.get_hcore()


def mean_z(field):
    run = scf.RHF(mol)
    run._eri = mf._eri
    run.conv_tol = 1e-11
    run.get_hcore = lambda *args: bare_hamiltonian + field * z_matrix
    run.kernel(dm0=mf.make_rdm1())
    assert run.converged
    return np.sum(run.make_rdm1() * z_matrix)


field = 0.001
alpha_field = -(mean_z(field) - mean_z(-field)) / (2 * field)
alpha_spectrum = np.sum(axis_strengths[2] / energies**2)
assert abs(alpha_field / alpha_spectrum - 1) < 2e-3

# Proton beam and gas cell.
ion_charge, beam_mev = 1, 3.0
pressure_torr, temperature, cell_cm = 10.0, 300.0, 10.0
rest_mev = const.physical_constants["proton mass energy equivalent in MeV"][0]
gamma = 1 + beam_mev / rest_mev
beta2 = 1 - 1 / gamma**2
speed = np.sqrt(beta2) / const.fine_structure
log_bethe = bethe_number(speed, mean_energy)
to_cross_section = BOHR_CM**2 * HARTREE_EV / 1e-15
stopping = (4 * np.pi * ion_charge**2 * electrons / speed**2
            * log_bethe * to_cross_section)
gas_density = pressure_torr * const.torr / (const.k * temperature) * 1e-6
loss_kev = stopping * 1e-15 * gas_density * cell_cm / 1000

# Sizes of effects left out of the asymptotic Born formula.
orbital_kinetic = np.einsum("pi,pq,qi->i", occupied,
                            mol.intor("int1e_kin"), occupied, optimize=True)
reduced_speeds = speed / np.sqrt(2 * orbital_kinetic)
shell_shift = -2 * sum(bethe_number(v, i_h) - born_number(v)
                       for v in reduced_speeds)
shell_percent = 100 * shell_shift / (electrons * log_bethe)
leading_shell = -4 * orbital_kinetic.sum() / speed**2
leading_percent = 100 * leading_shell / (electrons * log_bethe)
coulomb_parameter = ion_charge / speed
bloch = digamma(1) - np.real(digamma(1 + 1j * coulomb_parameter))
cubic_scale = ion_charge * mean_energy / speed**3
relativistic = -np.log1p(-beta2) - beta2
proton_mass = const.m_p / const.m_e
recoil = -np.log1p(1 / proton_mass)
target_masses = (mol.atom_mass_list(isotope_avg=True)
                 * const.atomic_mass / const.m_e)
nuclear_ratio = np.sum(mol.atom_charges()**2 / target_masses) / electrons
i_sensitivity = 100 * (bethe_number(speed, 1.1 * mean_energy) / log_bethe - 1)


def show(label, value, unit=""):
    print(f"{label}: {value:.6g} {unit}".rstrip())


show("Rutherford area, classical", area_classical, "bohr^2")
show("Rutherford area, Born", area_born, "bohr^2")
show("Ring strength sum, q=1", ring_sums[0])
show("Ring strength sum, q=2", ring_sums[1])
show("H continuum strength, direct", gos_direct, "per a.u. of k")
show("H continuum strength, formula", gos_formula, "per a.u. of k")
for q, value in zip((0.2, 1, 5, 30), hydrogen_sums):
    show(f"H strength sum at q={q} a.u.", value)
show("H mean excitation energy", i_h * HARTREE_EV, "eV")
for v, full, simple, coefficient in zip(
        hydrogen_speeds, hydrogen_born, hydrogen_bethe, scaled_deficit):
    print(f"H v={v:g} a.u.: Born L={full:.6f}, Bethe L={simple:.6f}, "
          f"v^2 deficit={coefficient:.4f} a.u.")
print(f"H split: v={split_speed:g} a.u., q1={split_q:g} a.u.")
print(f"H low-q L: Born={low_part:.6f}, Bethe={low_bethe:.6f}")
print(f"H high-q L: Born={high_part:.6f}, Bethe={high_bethe:.6f}")
show("H low-q v^2 deficit", low_coefficient, "a.u.")
show("H high-q v^2 deficit", high_coefficient, "a.u.")
show("HF bond length", bond_angstrom, "angstrom")
show("HF electrons", electrons)
show("HF RHF energy", mf.e_tot, "hartree")
show("HF dipole strength sum", strengths.sum())
show("HF alpha_zz from spectrum", alpha_spectrum, "a.u.")
show("HF alpha_zz from finite field", alpha_field, "a.u.")
show("HF mean excitation energy I", mean_energy * HARTREE_EV, "eV")
show("HF I in coarser basis", coarse_mean * HARTREE_EV, "eV")
show("HF arithmetic mean energy",
     np.sum(strengths * energies) / strengths.sum() * HARTREE_EV, "eV")
show("HF strength above 600 eV", strengths[energies * HARTREE_EV > 600].sum())
show("Proton energy", beam_mev, "MeV")
show("Proton velocity", speed, "a.u.")
show("2 m v^2", 2 * speed**2 * HARTREE_EV, "eV")
show("Bethe logarithm", log_bethe)
show("Stopping cross section", stopping, "1e-15 eV cm2/molecule")
print(f"Gas: {pressure_torr:g} Torr, {temperature:g} K, {cell_cm:g} cm")
show("Gas density", gas_density, "molecules/cm3")
show("Energy loss in cell", loss_kev, "keV")
show("K-orbital reduced velocity", reduced_speeds[0], "a.u.")
show("Shell correction to S, 1s estimate", shell_percent, "%")
show("Shell correction to S, leading term", leading_percent, "%")
show("Bloch correction to S", 100 * bloch / log_bethe, "%")
show("Cubic-charge scale z I/(v^3 L)", 100 * cubic_scale / log_bethe, "%")
show("Relativistic bracket change in S", 100 * relativistic / log_bethe, "%")
show("Proton recoil change in S", 100 * recoil / log_bethe, "%")
show("Nuclear/electronic prefactor ratio", 100 * nuclear_ratio, "%")
show("Change in S if I rises by 10%", i_sensitivity, "%")
print("tests ok")
```

Printed output:

```
Rutherford area, classical: 2.35619 bohr^2
Rutherford area, Born: 2.3559 bohr^2
Ring strength sum, q=1: 2
Ring strength sum, q=2: 2
H continuum strength, direct: 0.651944 per a.u. of k
H continuum strength, formula: 0.651945 per a.u. of k
H strength sum at q=0.2 a.u.: 1
H strength sum at q=1 a.u.: 1
H strength sum at q=5 a.u.: 1
H strength sum at q=30 a.u.: 1
H mean excitation energy: 14.9913 eV
H v=2 a.u.: Born L=2.407250, Bethe L=2.675608, v^2 deficit=1.0734 a.u.
H v=5 a.u.: Born L=4.464009, Bethe L=4.508190, v^2 deficit=1.1045 a.u.
H v=10 a.u.: Born L=5.884128, Bethe L=5.894484, v^2 deficit=1.0357 a.u.
H v=20 a.u.: Born L=7.278257, Bethe L=7.280779, v^2 deficit=1.0086 a.u.
H v=40 a.u.: Born L=8.666451, Bethe L=8.667073, v^2 deficit=0.9956 a.u.
H split: v=40 a.u., q1=4 a.u.
H low-q L: Born=5.671033, Bethe=5.671341
H high-q L: Born=2.995418, Bethe=2.995732
H low-q v^2 deficit: 0.492821 a.u.
H high-q v^2 deficit: 0.502826 a.u.
HF bond length: 0.92 angstrom
HF electrons: 10
HF RHF energy: -100.064 hartree
HF dipole strength sum: 10.0028
HF alpha_zz from spectrum: 5.77077 a.u.
HF alpha_zz from finite field: 5.77082 a.u.
HF mean excitation energy I: 99.388 eV
HF I in coarser basis: 99.4364 eV
HF arithmetic mean energy: 338.39 eV
HF strength above 600 eV: 1.85176
Proton energy: 3 MeV
Proton velocity: 10.9322 a.u.
2 m v^2: 6504.19 eV
Bethe logarithm: 4.18117
Stopping cross section: 3.35002 1e-15 eV cm2/molecule
Gas: 10 Torr, 300 K, 10 cm
Gas density: 3.21883e+17 molecules/cm3
Energy loss in cell: 10.7832 keV
K-orbital reduced velocity: 1.26674 a.u.
Shell correction to S, 1s estimate: -3.28584 %
Shell correction to S, leading term: -4.00243 %
Bloch correction to S: -0.238833 %
Cubic-charge scale z I/(v^3 L): 0.06686 %
Relativistic bracket change in S: 0.000486414 %
Proton recoil change in S: -0.0130219 %
Nuclear/electronic prefactor ratio: 0.0288311 %
Change in S if I rises by 10%: -2.27951 %
tests ok
```
